# Do attractive and repulsive dopants scatter electrons equally?

**Question**

I am estimating the electron mobility limited by ionized dopants in a partly compensated n-type semiconductor. The electrons meet positive donors, which attract them, and negative acceptors, which repel them. I describe both by a screened Coulomb potential with the same screening length. The golden rule contains the squared matrix element, so the sign of the charge drops out. The Rutherford formula for a bare charge is also even in the charge.

May I therefore add the donor and acceptor densities and use one cross section for both? If not, where does the sign enter, and how much does it matter for the mobility?

**Answer**

Not in general. The squared matrix element is the first Born approximation, and the sign enters at the next order. The Rutherford case has a separate reason, which screening removes.

**The model and the Born series**

Take one isotropic parabolic band of mass $m$, permittivity $\varepsilon$, and one fixed dopant. In atomic units

$$V(r)=\frac{s\,e^{-\mu r}}{\varepsilon r},\qquad \mu=\frac1L,\qquad s=\mp1,$$

with $s=-1$ for attraction. Multiplying the Schrödinger equation by $2m$ gives

$$(\nabla^2+k^2)\psi=U\psi,\qquad U=\frac{\lambda e^{-\mu r}}{r},\qquad \lambda=\frac{2ms}{\varepsilon}.$$

Far away, $\psi\to e^{i\mathbf k\cdot\mathbf r}+f\,e^{ikr}/r$ and $d\sigma/d\Omega=|f|^2$. The outgoing Green function gives

$$f=-\frac1{4\pi}\int e^{-i\mathbf k'\cdot\mathbf r}\,U\psi\,d^3r .$$

Iterating in $U$ produces $f=f_1+f_2+\dots$, with $f_n\propto\lambda^n$. Let $\mathbf q=\mathbf k'-\mathbf k$, so that $q^2=2k^2(1-\cos\theta)$. The transform of $U$ is

$$\tilde U(q)=\frac{4\pi\lambda}{q}\int_0^\infty \sin(qr)\,e^{-\mu r}dr=\frac{4\pi\lambda}{q^2+\mu^2},$$

hence

$$f_1=-\frac{\lambda}{q^2+\mu^2}.$$

This amplitude changes sign with the charge; its square does not. The sign becomes visible when $f_1$ interferes with $f_2$:

$$|f|^2=f_1^2+2f_1\,\mathrm{Re}f_2+O(\lambda^4).$$

**The second-order amplitude**

In momentum space the Green function is $1/(k^2-p^2+i0)$. Therefore

$$f_2=\frac{\lambda^2}{2\pi^2}\int\frac{d^3p}{(p^2-k^2-i0)(|\mathbf p-\mathbf k'|^2+\mu^2)(|\mathbf p-\mathbf k|^2+\mu^2)},$$

where the prefactor is $(4\pi)^2/[4\pi(2\pi)^3]=1/(2\pi^2)$, and the minus sign in $f$ has reversed the Green function's denominator.

Join the last two factors with $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$. Completing the square turns the bracket into $|\mathbf p-\mathbf P|^2+M^2$, with

$$\mathbf P=x\mathbf k'+(1-x)\mathbf k,\quad P^2=k^2-x(1-x)q^2,\quad M^2=\mu^2+x(1-x)q^2 .$$

The functions $1/(p^2-k^2-i0)$ and $1/(p^2+M^2)^2$ are the transforms of $e^{ikr}/(4\pi r)$ and $e^{-Mr}/(8\pi M)$. The second follows by differentiating the Yukawa transform with respect to $M$. The momentum integral then becomes a single space integral:

$$(2\pi)^3\!\int\! d^3r\,\frac{e^{ikr}}{4\pi r}\frac{e^{-Mr}}{8\pi M}e^{-i\mathbf P\cdot\mathbf r}
=\frac{\pi}{4M}\,\frac{4\pi}{P^2+(M-ik)^2}.$$

Since $P^2+M^2=k^2+\mu^2$, the last denominator is $\mu^2-2ikM$. Thus

$$f_2=\frac{\lambda^2}{2}\int_0^1\frac{dx}{M(\mu^2-2ikM)},\qquad
\mathrm{Re}f_2=\frac{\lambda^2}{2}\int_0^1\frac{\mu^2\,dx}{M(\mu^4+4k^2M^2)}>0 .$$

For attraction $f_1>0$ and the interference is constructive; for repulsion it is destructive. To third order in $\lambda$, attraction scatters more at every angle and energy. Define the asymmetry $A$ as the attractive minus the repulsive differential cross section, divided by their sum. To leading order

$$A=\frac{2\,\mathrm{Re}f_2}{|f_1|}=\frac{2(q^2+\mu^2)\,\mathrm{Re}f_2}{|\lambda|}.$$

**Slow and fast electrons**

At $k=0$, $M=\mu$ and $f=-a$, where $a$ is the scattering length:

$$a=\frac{\lambda}{\mu^2}-\frac{\lambda^2}{2\mu^3}+\dots,\qquad
\sigma=4\pi a^2=\frac{4\pi\lambda^2}{\mu^4}\left(1-\frac{\lambda}{\mu}+\dots\right).$$

For slow electrons the Born result thus needs $|\lambda|L\ll1$, that is, a screening length much shorter than half the effective Bohr radius $2/|\lambda|$.

For $kL\gg1$, $\mu^4$ can be dropped beside $4k^2M^2$, because $M\ge\mu$. What remains is $\int_0^1dx/M^3$. With $y=x-\tfrac12$ and $B=\mu^2+q^2/4$,

$$\int_{-1/2}^{1/2}\frac{dy}{(B-q^2y^2)^{3/2}}
=\left[\frac{y}{B\sqrt{B-q^2y^2}}\right]_{-1/2}^{1/2}=\frac1{B\mu}=\frac{4}{\mu(q^2+4\mu^2)} .$$

Consequently

$$\mathrm{Re}f_2\simeq\frac{\lambda^2\mu}{2k^2(q^2+4\mu^2)},\qquad
A\simeq\frac{|\lambda|\mu}{k^2}\,\frac{q^2+\mu^2}{q^2+4\mu^2}.$$

This leading asymmetry disappears at high energy. It also disappears when $\mu\to0$ at fixed $k$ and nonzero $q$, as the Coulomb case requires.

**Why the bare Coulomb field is different**

Partial waves avoid the expansion in $\lambda$:

$$f=\frac1{2ik}\sum_l(2l+1)(e^{2i\delta_l}-1)P_l(\cos\theta).$$

If reversing the charge reversed every phase shift, each bracket would become its complex conjugate. The prefactor $1/(2ik)$ is imaginary, so $f(-\lambda)=-f(\lambda)^*$, and the cross sections would agree.

The Coulomb field has this property. Put $\eta=\lambda/(2k)$. Substituting $u=r^{l+1}e^{ikr}w$ in the radial equation gives the confluent hypergeometric equation in $z=-2ikr$, with parameters $l+1+i\eta$ and $2l+2$. Its regular solution gives

$$u\propto r^{l+1}e^{ikr}\int_0^1e^{-2ikrt}\,t^{\,l+i\eta}(1-t)^{l-i\eta}\,dt .$$

At large $r$ the end $t=0$ supplies the outgoing wave, with factor $\Gamma(l+1+i\eta)(2ikr)^{-(l+1+i\eta)}$. The end $t=1$ supplies the incoming wave, with factor $\Gamma(l+1-i\eta)(-2ikr)^{-(l+1-i\eta)}$. Their ratio, divided by the free value $(-1)^{l+1}$, is

$$S_l\,e^{-2i\eta\ln(2kr)},\qquad S_l=\frac{\Gamma(l+1+i\eta)}{\Gamma(l+1-i\eta)} .$$

The logarithmic phase is common to all $l$ and leaves $|f|$ unchanged. Reversing $\eta$ conjugates every $S_l$. Away from $\theta=0$, where the terms $-1$ sum to zero, the two signs therefore have equal cross sections without any Born approximation. A test at $|\eta|=1$ and $\cos\theta=0.2$ also gave the Rutherford value $\lambda^2/q^4$ for both.

Screened phases are not odd in $\lambda$. In the example below, at $E=k_BT$ and $L=30$ Å, the s-wave phases are $1.403$ (modulo $\pi$) for attraction and $-0.800$ for repulsion.

**From phases to mobility**

Loss of forward momentum is weighted by $1-\cos\theta$. Write $f=k^{-1}\sum(2l+1)e^{i\delta_l}\sin\delta_l\,P_l$. The factor $\cos\theta$ couples only neighbouring $l$, through $\int_{-1}^1cP_lP_{l+1}dc=2(l+1)/[(2l+1)(2l+3)]$, so

$$\sigma_m=\frac{4\pi}{k^2}\sum_l\left[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Split $2l+1=(l+1)+l$ and shift the index in the second part. Each term then contains $\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)=\sin^2(\alpha-\beta)$, which gives

$$\sigma_m=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

For independent dopants of density $n$, $\tau=1/(nv\sigma_m)$. A weak force $F$ changes a Maxwell distribution $f_0$ by $F\tau v_xf_0/(k_BT)$. The mean drift velocity is $F\langle v^2\tau\rangle/(3k_BT)$, and the mobility is $e\langle v/\sigma_m\rangle/(3nk_BT)$. With $E=xk_BT$, $v=\sqrt{2xk_BT/m}$ and energy distribution $(2/\sqrt\pi)\sqrt x\,e^{-x}dx$,

$$\text{mobility}=\frac{2\sqrt2}{3\sqrt\pi}\frac{e}{n\sigma_{\rm eff}\sqrt{mk_BT}},\qquad
\frac1{\sigma_{\rm eff}}=\int_0^\infty\frac{x e^{-x}}{\sigma_m(xk_BT)}dx .$$

**How large is the effect?**

Take the round model values $m=0.3$, $\varepsilon=12$ and $k_BT=0.025$ eV. Then $|\lambda|=2(0.3)/12=0.05$ per bohr, or $0.05/0.5292=0.0945$ Å$^{-1}$. For $L=30$ Å, $|\lambda|L=2.83$. At $E=k_BT$,

$$k=\frac{\sqrt{2(0.3)(0.025/27.211)}}{0.5292}=0.0444\ \text{Å}^{-1},\qquad kL=1.33 .$$

The transport cross sections, in Å$^2$, are:

| $E$ (eV) | Attractive | Repulsive | Born |
|---|---:|---:|---:|
| 0.005 | 32280 | 6890 | 26810 |
| 0.025 | 5530 | 1960 | 4390 |
| 0.200 | 187 | 143 | 174 |

The attractive-to-repulsive ratio falls from 4.7 to 1.3 over this range. At 0.025 eV, the Born value is about 20% below the attractive result and 2.2 times the repulsive one.

After thermal averaging at $L=30$ Å, $\sigma_{\rm eff}$ is 1506 Å$^2$ for attraction and 834 Å$^2$ for repulsion. At equal dopant density, the mobility with attractive centres is $834/1506=0.55$ of that with repulsive centres. For $L=5$, 10 and 20 Å the ratio is 0.44, 0.36 and 0.46. It is not monotonic: changing $L$ changes both $|\lambda|L$ and $kL$, and these results do not separate the two influences. The 5 Å case is a point of the continuum model; at such a length the atomic structure of a real dopant would matter.

These short lengths also strain the Maxwell average. The effective density of states of this band is $3.9\times10^{18}$ cm$^{-3}$. If free carriers alone supplied the screening, $L=30$, 20, 10 and 5 Å would need about $2\times10^{18}$, $6\times10^{18}$, $2\times10^{20}$ and $1\times10^{22}$ cm$^{-3}$, with the Fermi level at $-0.4$, 1.1, 14 and $225\,k_BT$ from the band edge. A Fermi–Dirac average then gives ratios of 0.57, 0.51, 0.70 and 0.94. On the non-degenerate side, $L=100$ and 200 Å (about $2\times10^{17}$ and $4\times10^{16}$ cm$^{-3}$) give Maxwell ratios of 0.80 and 0.88.

**Attraction does not always win**

With increasing $|\lambda|L$, the attractive scattering length diverges at 1.68. Far outside the well, the zero-energy product $r\psi$ is then constant, which marks the threshold of the first bound state. A power series in $\lambda$ cannot converge beyond this pole, so the low-energy Born series is unusable at $|\lambda|L=2.83$.

At $|\lambda|L=4.466$, or $L=47.26$ Å here, the attractive scattering length passes through zero. At $E=0.0001$ eV the attractive $\sigma_m$ is then about 820 Å$^2$, against 64100 Å$^2$ for repulsion. The order has reversed, by a factor of about 78. The reversal is confined to energies below about 0.001 eV, which at $k_BT=0.025$ eV carry some $2\times10^{-4}$ of the current. The thermal mobility ratio at this $L$ is 0.66, so attraction still lowers the mobility more.

**What to do with your two densities**

Within this model, keep the species separate and add their rates at each energy before averaging:

$$\frac1{\tau(E)}=v\left[n_D\,\sigma_m^{\rm attr}(E)+n_A\,\sigma_m^{\rm rep}(E)\right].$$

In a mixture the two Born errors can partly cancel. At $L=30$ Å the mobility from this sum, divided by the Born mobility for the density $n_D+n_A$, is 0.87, 0.95, 1.02 and 1.09 for $n_A/n_D=0$, 0.25, 0.5 and 0.9. The error of your shortcut is thus much smaller here than the ratio 0.55 between the pure species suggests, though the agreement near $n_A/n_D=0.5$ is a cancellation at that composition and screening length.

One common cross section is justified when the two transport cross sections nearly agree at the energies that carry the current. The condition $|\lambda|L\ll1$ is sufficient: since $M\ge\mu$ and $q\le2k$, the leading asymmetry obeys $A\le|\lambda|L$ at every angle and energy. For the parameters above it means $L\ll10.6$ Å, and at $|\lambda|L=0.1$, or $L=1.06$ Å, the zero-energy cross sections still differ by a factor 1.22. For such a material the two signs come closer mainly through long screening lengths and fast electrons. The comparison assumes equal $m$, $\varepsilon$, $L$ and charge magnitude, with $L$ given rather than computed from a carrier density. It omits central-cell potentials, several valleys, phonons, carrier-carrier collisions and interference between dopants, so the ratios above are not predictions for a particular semiconductor. The numerical output below gives the remaining energies and screening lengths.

## Computed results

```
Mass 0.3 m_e; permittivity 12.0; kT 0.025 eV
Bohr radius 0.529177 angstrom; Hartree 27.21139 eV
|lambda| = 0.09449 1/angstrom
Effective Bohr radius = 21.167 angstrom
Weak test: |lambda|L = 0.03, kL = 1.0
cos(angle); f2/(lambda^2 L^3): solver; formula
  1.0  0.09998+0.20000j  0.10000+0.20000j
  0.3  0.07672+0.16942j  0.07675+0.16942j
 -0.8  0.05621+0.13841j  0.05623+0.13841j
Transport asymmetry: solver 0.012035, formula 0.012036
High-energy test: |lambda|L = 0.1, kL = 4.0
cos(angle); asymmetry: solver; limit formula
  1.0  0.001538  0.001563
  0.9  0.003606  0.003646
  0.0  0.005693  0.005729
Coulomb test: |eta| = 1.0, cos(angle) = 0.2
Ratio to Rutherford: attractive 1.0000000, repulsive 1.0000000
L = 30.0 angstrom: |lambda|L = 2.8346
At E = kT: k = 0.04437 1/angstrom, kL = 1.3310
s phases modulo pi (rad): attractive 1.4030, repulsive -0.7999
E (eV); sigma_m (angstrom^2): attr; rep; Born; attr/rep
0.005  32281.2  6894.1  26811.2  4.6825
0.010  17655.3  4332.0  13680.9  4.0755
0.025  5525.7  1962.2  4392.9  2.8160
0.050  1915.1  930.5  1615.4  2.0582
0.100  611.5  387.0  545.8  1.5802
0.200  186.5  142.6  173.7  1.3078
L (angstrom); |lambda|L; sigma_eff (angstrom^2): attr; rep; Born
   5  0.4724  69.1  30.7  44.2
  10  0.9449  479.6  171.1  283.3
  20  1.8897  1147.2  523.4  869.0
  30  2.8346  1505.6  833.8  1314.3
L (angstrom); mobility ratios: attr/rep; attr/Born; rep/Born
   5  0.4436  0.6397  1.4420
  10  0.3569  0.5907  1.6552
  20  0.4562  0.7575  1.6604
  30  0.5538  0.8730  1.5763
First bound state at |lambda|L = 1.6798, L = 17.78 angstrom
Zero scattering length at |lambda|L = 4.4657, L = 47.26 angstrom
There, at E = 0.0001 eV, kL = 0.1326
sigma_m (angstrom^2): attractive 816.9, repulsive 64094.4
```
